# The gamma function of self-consistent-charge tight binding, part 1

(Sections cited here and not found follow in the second part.)

## First half: the charge cloud and its exponent

A tight-binding model with self-consistent charges describes the rearrangement of electrons in a molecule or solid by one number per atom. Let $\Delta q_A$ be the number of electrons on atom $A$ in excess of the neutral atom. It is positive when the atom has gained electrons, so the electric charge of the atom is $-\Delta q_A$. The problem is to find the energy of such a set of charge fluctuations when each of them is spread out as an exponential cloud. Hartree atomic units are used: energies are in hartree, lengths in bohr, and the Coulomb repulsion of two electrons at distance $r$ is $1/r$.

### (a) From the density functional to a pair function

*Expand the Kohn–Sham energy to second order about a superposition of neutral-atom densities. Represent the density change by one fixed spherical cloud per atom, and identify the function that couples two atomic charges.*

**Solution.** Write the energy as

$$
E=\sum_i f_i\langle\psi_i|-\tfrac12\nabla^2+v_{\rm ext}|\psi_i\rangle+G[n]+E_{\rm nn},
$$

where $f_i$ are occupations, $v_{\rm ext}$ is the attraction of the nuclei, $E_{\rm nn}$ is the repulsion between nuclei, and $G[n]$ is the sum of the Hartree and exchange-correlation energies. Let $n_0$ be the superposition of neutral-atom densities and $n=n_0+\delta n$. To second order,

$$
G[n]\simeq G[n_0]+\int v_0\,\delta n\,d^3r+\frac12\iint K(\mathbf r,\mathbf r')\,\delta n(\mathbf r)\,\delta n(\mathbf r')\,d^3r\,d^3r'.
$$

Here $v_0$ is the first functional derivative of $G$ at $n_0$, and the second derivative is

$$
K(\mathbf r,\mathbf r')=\frac1{|\mathbf r-\mathbf r'|}+f_{\rm xc}(\mathbf r,\mathbf r').
$$

The first term of $K$ comes from the Hartree energy and the second from exchange and correlation.

In the linear term, put $\delta n=n-n_0$. The part $\int v_0 n$ joins the one-electron energies and completes a fixed Hamiltonian $H_0=-\frac12\nabla^2+v_{\rm ext}+v_0$. The part $-\int v_0n_0$ depends on the reference density alone. Thus

$$
E\simeq\sum_i f_i\langle\psi_i|H_0|\psi_i\rangle+\Big(G[n_0]-\int v_0n_0\,d^3r+E_{\rm nn}\Big)+E_2,
$$

and all explicit interaction between density changes is in $E_2$, the quadratic term.

Now assume that

$$
\delta n(\mathbf r)=\sum_A\Delta q_A\,F_A(|\mathbf r-\mathbf R_A|),\qquad \int F_A\,d^3r=1 .
$$

This discards atomic dipoles and higher multipoles, as well as any change in the shape of a cloud. Substitution gives

$$
E_2=\frac12\sum_{A,B}\gamma_{AB}\,\Delta q_A\Delta q_B,\qquad
\gamma_{AB}=\iint F_A\,K\,F_B\,d^3r\,d^3r' .
$$

The double sum counts each pair $A\neq B$ twice, which the factor $\frac12$ repairs. The on-site term keeps its factor: it is $\frac12\gamma_{AA}\Delta q_A^2$.

For different atoms, a further approximation is made: $f_{\rm xc}$ is dropped. For a local functional this part of the kernel acts only where the two clouds overlap, so the omitted term is largest at short distance. It need not fall as fast as the overlap itself: the local exchange kernel scales as $n_0^{-2/3}$ and grows where the reference density is small, as it is between separated atoms. What remains for $A\ne B$ is

$$
\gamma_{AB}(R)=\iint\frac{F_A(|\mathbf r-\mathbf R_A|)\,F_B(|\mathbf r'-\mathbf R_B|)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad R=|\mathbf R_A-\mathbf R_B|. \tag{1}
$$

The meaning of $\gamma$ is visible in the derivative $\partial E_2/\partial(\Delta q_A)=\sum_B\gamma_{AB}\Delta q_B$. This is the shift in energy of an electron on atom $A$. Extra electrons on $A$ or on its neighbours raise it, since $\gamma$ is a repulsion between electrons. The two negative charges give a positive product, so no minus sign appears in (1).

### (b) The exponential cloud and its potential

*Take*

$$
F(r)=\frac{\tau^3}{8\pi}e^{-\tau r},\qquad \tau>0 .
$$

*Verify the normalisation, find the mean radius, and find the electrostatic potential of the cloud.*

**Solution.** The radial density, meaning the charge per unit radius, is

$$
p(r)=4\pi r^2F(r)=\frac{\tau^3}{2}r^2e^{-\tau r}.
$$

Using $\int_0^\infty r^me^{-\tau r}dr=m!/\tau^{m+1}$, we obtain

$$
\int_0^\infty p\,dr=\frac{\tau^3}{2}\cdot\frac{2}{\tau^3}=1,\qquad
\langle r\rangle=\int_0^\infty r\,p\,dr=\frac{\tau^3}{2}\cdot\frac{6}{\tau^4}=\frac3\tau .
$$

A large exponent means a compact cloud.

For the potential, divide the cloud into spherical shells. A shell of radius $r'<r$ acts at $r$ as if its charge were at the centre. A shell of radius $r'>r$ produces inside itself the constant potential of its own surface, $1/r'$ per unit charge. Hence

$$
\phi(r)=\frac1r\int_0^rp(r')\,dr'+\int_r^\infty\frac{p(r')}{r'}\,dr' . \tag{2}
$$

Repeated integration by parts gives the two integrals

$$
\int_r^\infty r'^2e^{-\tau r'}dr'=e^{-\tau r}\Big(\frac{r^2}{\tau}+\frac{2r}{\tau^2}+\frac2{\tau^3}\Big),\qquad
\int_r^\infty r'e^{-\tau r'}dr'=e^{-\tau r}\Big(\frac r\tau+\frac1{\tau^2}\Big).
$$

The enclosed charge is one minus the charge outside:

$$
\int_0^rp\,dr'=1-e^{-\tau r}\Big(1+\tau r+\frac{\tau^2r^2}{2}\Big).
$$

The outer shells contribute

$$
\int_r^\infty\frac{p(r')}{r'}dr'=\frac{\tau^3}{2}\int_r^\infty r'e^{-\tau r'}dr'=e^{-\tau r}\Big(\frac{\tau^2r}{2}+\frac\tau2\Big).
$$

After division of the enclosed charge by $r$, the sum is

$$
\phi(r)=\frac1r-e^{-\tau r}\Big(\frac1r+\tau+\frac{\tau^2r}{2}\Big)+e^{-\tau r}\Big(\frac{\tau^2r}{2}+\frac\tau2\Big).
$$

The terms in $\tau^2r/2$ cancel, and $-\tau+\tau/2=-\tau/2$. Therefore

$$
\phi(r)=\frac1r-e^{-\tau r}\Big(\frac1r+\frac\tau2\Big). \tag{3}
$$

Far away, $\phi$ is the potential of a unit point charge. Near the centre, $e^{-\tau r}/r=1/r-\tau+O(r)$, so $\phi(0)=\tau-\tau/2=\tau/2$. The spreading of the charge has removed the divergence.

### (c) The on-site repulsion and the exponent

*Find the Coulomb repulsion of two identical clouds on the same centre. Then determine $\tau$ from the atomic hardness $U=\partial^2E/\partial N^2$, where $N$ is the electron number of the atom. State what this determination assumes.*

**Solution.** One cloud lies in the potential of the other, so with both centres at the origin

$$
\gamma(0)=\int_0^\infty p(r)\phi(r)\,dr
=\frac{\tau^3}{2}\left[\int_0^\infty re^{-\tau r}dr-\int_0^\infty re^{-2\tau r}dr-\frac\tau2\int_0^\infty r^2e^{-2\tau r}dr\right].
$$

The doubled exponent in the last two integrals is the product of the cloud's exponential and that in $\phi$. The three integrals are $1/\tau^2$, $1/(4\tau^2)$ and $2/(8\tau^3)=1/(4\tau^3)$. Thus

$$
\gamma(0)=\frac{\tau^3}{2}\left[\frac1{\tau^2}-\frac1{4\tau^2}-\frac1{8\tau^2}\right]
=\frac\tau2-\frac\tau8-\frac\tau{16}=\frac{5\tau}{16}. \tag{4}
$$

The classical electrostatic energy of a single cloud of charge $\Delta q$ is half of this times $\Delta q^2$, in agreement with the on-site term in $E_2$.

To connect this with $U$, consider an isolated atom in the tight-binding model. Let the extra electrons enter one shell, whose level $\varepsilon$ is fixed by $H_0$. The model energy is

$$
E(\Delta q)=E(0)+\varepsilon\,\Delta q+\frac12\gamma_{AA}\Delta q^2 ,
$$

so its second derivative is $\gamma_{AA}$. The model reproduces the atomic hardness if $\gamma_{AA}=U_A$. We also require that the Coulomb function (1), for two atoms of the same kind, approach this value when their centres coincide. Equation (4) then gives

$$
\frac{5\tau_A}{16}=U_A\qquad\Longrightarrow\qquad \tau_A=\frac{16}{5}U_A . \tag{5}
$$

The two requirements have different standing. The first fixes the atomic energy curve. The second is a modelling condition: the hardness of a real atom also contains exchange-correlation, kinetic and orbital-relaxation effects, whereas $5\tau/16$ is pure Coulomb repulsion. Equation (5) packs all these effects into the width of an effective cloud. It doesn't prove that the added charge of a real atom has this width.

The convention for the hardness matters. With ionisation energy $I=E(N-1)-E(N)$ and electron affinity $A=E(N)-E(N+1)$, the three-point estimate of the second derivative is

$$
U\simeq E(N+1)-2E(N)+E(N-1)=I-A .
$$

This estimate is not the same quantity as the derivative at integer $N$. The exact ground-state energy is piecewise linear in $N$, so a smooth second derivative exists only for an approximate functional, where it is obtained from the change of the highest level with its occupation. The two can differ by 10 to 15%: for spin-unpolarised atoms in the local density approximation the derivative is about 0.41 hartree for hydrogen and 0.50 for oxygen, against measured $I-A$ of 0.47 and 0.45. The exponent $\tau$ inherits this difference.

If hardness is instead defined with a factor one half, $\eta=U/2$, the same exponent is $\tau=32\eta/5$. Inserting $\eta$ for $U$ in (5) would halve the exponent and double the cloud radius.

From $\langle r\rangle=3/\tau$ and (5),

$$
\langle r\rangle=\frac{15}{16\,U}.
$$

In this model, a hard atom has a small cloud. This inverse relation is imposed on every element. Where the true extent of the valence shell does not follow it, the short-range part of $\gamma$ inherits the error, even though the on-site value is right.

As a model pair, take $U_A=0.5$ and $U_B=0.4$ hartree. Then

$$
\tau_A=\frac{16\times0.5}{5}=1.60\ \text{bohr}^{-1},\qquad
\tau_B=\frac{16\times0.4}{5}=1.28\ \text{bohr}^{-1},
$$

and the mean radii are $3/1.60=1.88$ bohr and $3/1.28=2.34$ bohr. These are round parameters and stand for no particular material.

### (d) The pair function as a Fourier integral

*Find the Fourier transform of the cloud and write (1) as a single integral over wave number. Use it to check (4).*

**Solution.** With $\hat F(\mathbf k)=\int F(r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, the angular integral of the plane wave is $4\pi\sin(kr)/(kr)$. Hence

$$
\hat F(k)=\frac{4\pi}{k}\int_0^\infty rF(r)\sin(kr)\,dr
=\frac{\tau^3}{2k}\,\mathrm{Im}\int_0^\infty re^{-(\tau-ik)r}dr .
$$

The last integral is $1/(\tau-ik)^2=(\tau+ik)^2/(\tau^2+k^2)^2$. Its imaginary part is $2\tau k/(\tau^2+k^2)^2$, and so

$$
\hat F(k)=\frac{\tau^4}{(k^2+\tau^2)^2}. \tag{6}
$$

The value $\hat F(0)=1$ is the total charge.

In (1), put atom $A$ at the origin and atom $B$ at $\mathbf R$, and insert

$$
\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{i\mathbf k\cdot(\mathbf r'-\mathbf r)} .
$$

The integral over $\mathbf r$ gives $\hat F_A(k)$. In the integral over $\mathbf r'$, shifting the origin to atom $B$ gives $e^{i\mathbf k\cdot\mathbf R}\hat F_B(k)$, because $\hat F_B$ depends on $k$ only through its magnitude. Therefore

$$
\gamma_{AB}(R)=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\hat F_A\hat F_B\,e^{i\mathbf k\cdot\mathbf R}
=\frac2\pi\int_0^\infty\hat F_A\hat F_B\frac{\sin kR}{kR}\,dk . \tag{7}
$$

The prefactor is $(4\pi)(4\pi)/(2\pi)^3=2/\pi$; the volume element $k^2dk$ has cancelled the $1/k^2$ of the Coulomb law.

For equal clouds at $R=0$, set $k=\tau x$:

$$
\gamma(0)=\frac{2\tau}{\pi}I_4,\qquad I_m=\int_0^\infty\frac{dx}{(1+x^2)^m}.
$$

Integration by parts gives $I_m=2m\int_0^\infty x^2(1+x^2)^{-m-1}dx=2m(I_m-I_{m+1})$, hence $I_{m+1}=\frac{2m-1}{2m}I_m$. Starting from $I_1=\pi/2$,

$$
I_4=\frac12\cdot\frac34\cdot\frac56\cdot\frac\pi2=\frac{5\pi}{32}.
$$

Thus $\gamma(0)=5\tau/16$, as in (4). This second route does not use the potential (3).

## Second half: the function at all distances

The following is taken from the first half. Each atom carries $\Delta q_A$ excess electrons in a normalised cloud $F_A=\tau_A^3e^{-\tau_Ar}/(8\pi)$, and $E_2=\frac12\sum_{AB}\gamma_{AB}\Delta q_A\Delta q_B$. The on-site value $5\tau_A/16=U_A$ fixes $\tau_A=16U_A/5$, with $U_A=\partial^2E/\partial N^2$. The potential of a cloud is $\phi(r)=1/r-e^{-\tau r}(1/r+\tau/2)$, and its transform is $\hat F=\tau^4/(k^2+\tau^2)^2$. Equation (7) gives $\gamma_{AB}(R)$ as the inverse Fourier transform of $4\pi\hat F_A\hat F_B/k^2$. The model pair has $U_A=0.5$ and $U_B=0.4$ hartree.

### (e) Two different exponents

*Evaluate (7) in closed form for $\tau_A\neq\tau_B$, separating the interaction of two point charges from the correction due to their finite size.*

So far, the interaction of two exponential charge clouds has been written as the Fourier integral (7), and the exponent of each cloud has been fixed by the atomic hardness through (5). What remains is the closed form asked for in (e), the case of equal exponents, the limits of short and large distance, and the charge transfer and stability of the model.
